# Maxwell Garnett Permittivity from the Polarizability of Spherical Inclusions: verification in Python

```python
"""Maxwell Garnett permittivity of spheres in a host, tested independently.

Result under test:
    (eps_eff - eps_h)/(eps_eff + 2 eps_h) = n alpha/(3 eps0 eps_h) = f beta
    beta = (eps_i - eps_h)/(eps_i + 2 eps_h)
eps_h, eps_i, eps_eff: relative permittivities of host, inclusion, composite
n: number density of spheres; f: their volume fraction
alpha: excess dipole of one sphere (relative to host) per unit local field
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp
from scipy.sparse.linalg import LinearOperator, cg
from scipy.special import erfc


def contrast(eps_i, eps_h):
    return (eps_i - eps_h) / (eps_i + 2 * eps_h)


def maxwell_garnett(f, eps_i, eps_h):
    x = f * contrast(eps_i, eps_h)
    return eps_h * (1 + 2 * x) / (1 - x)


def radial_response(radii, eps_layers, r_end):
    """Integrate the l=1 Laplace equation outward through the layers.

    Potential = R(r) cos(theta); R and r^2 eps R' are continuous.
    The core has R = r. Returns A, B of R = A r + B/r^2 outside.
    """
    r = 0.1 * radii[0]
    state = np.array([r, eps_layers[0] * r**2])
    for edge, eps in zip(list(radii) + [r_end], eps_layers):
        sol = solve_ivp(
            lambda s, y, e=eps: [y[1] / (e * s**2), 2 * e * y[0]],
            (r, edge), state, method="DOP853", rtol=1e-11, atol=1e-13)
        assert sol.success
        state, r = sol.y[:, -1], edge
    slope = state[1] / (eps_layers[-1] * r**2)
    A = (slope + 2 * state[0] / r) / 3
    return A, (state[0] - A * r) * r**2


def lorentz_factor(c_over_a, eta):
    """Ewald sum: local field at a site in units of P/(permittivity).

    Point dipoles along z on a tetragonal lattice, zero mean field.
    """
    m = np.arange(-8, 9)
    i, j, k = [q.ravel() for q in np.meshgrid(m, m, m, indexing="ij")]
    keep = (i**2 + j**2 + k**2) > 0
    i, j, k = i[keep], j[keep], k[keep]
    volume = c_over_a
    kz = 2 * np.pi * k / c_over_a
    k2 = (2 * np.pi)**2 * (i**2 + j**2) + kz**2
    smooth = -np.sum(kz**2 / k2 * np.exp(-k2 / (4 * eta**2))) / volume
    z = k * c_over_a
    r = np.sqrt(i**2 + j**2 + z**2)
    gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * r)**2) / r**2
    b = erfc(eta * r) / r**3 + gauss
    c = 3 * erfc(eta * r) / r**5 + gauss * (2 * eta**2 + 3 / r**2)
    near = np.sum(c * z**2 - b) / (4 * np.pi)
    own = eta**3 / (3 * np.pi**1.5)
    return volume * (smooth + near + own)


def full_field(f, eps_i, eps_h, N):
    """Finite-volume permittivity of a simple cubic array of spheres.

    One octant of the unit cell; mean field 1 along z.
    """
    h, sub = 0.5 / N, 4
    a2 = (3 * f / (4 * np.pi))**(2 / 3)
    assert a2 < 0.25  # spheres do not touch
    offsets = (np.arange(sub) + 0.5) / sub * h

    def link_eps(lower_edges, axis):
        x, y, z = [(e[:, None] + offsets).ravel() for e in lower_edges]
        r2 = (x**2)[:, None, None] + (y**2)[None, :, None] + z**2
        inverse = np.where(r2 < a2, 1 / eps_i, 1 / eps_h)
        shape = [s for e in lower_edges for s in (len(e), sub)]
        inverse = inverse.reshape(shape)
        series = 1 / inverse.mean(axis=2 * axis + 1, keepdims=True)
        return series.mean(axis=(1, 3, 5))

    cell = np.arange(N) * h
    between = (np.arange(N - 1) + 0.5) * h
    gx = link_eps((between, cell, between), 0)
    gy = link_eps((cell, between, between), 1)
    gz = link_eps((cell, cell, cell), 2)
    shape = (N, N, N - 1)

    def operator(v):
        u = v.reshape(shape)
        out = np.zeros(shape)
        fx = gx * np.diff(u, axis=0)
        out[:-1] -= fx
        out[1:] += fx
        fy = gy * np.diff(u, axis=1)
        out[:, :-1] -= fy
        out[:, 1:] += fy
        padded = np.pad(u, ((0, 0), (0, 0), (1, 1)))
        out -= np.diff(gz * np.diff(padded, axis=2), axis=2)
        return out.ravel()

    size = N * N * (N - 1)
    A = LinearOperator((size, size), matvec=operator, dtype=float)
    rhs = (np.diff(gz, axis=2) * h).ravel()
    u, info = cg(A, rhs)
    assert info == 0
    padded = np.pad(u.reshape(shape), ((0, 0), (0, 0), (1, 1)))
    return float(np.mean(gz * (1 + np.diff(padded, axis=2) / h)))


# ---- model parameters of the worked example ----
eps_h, eps_i, f = 4.0, 1.0, 0.30
radius = 1.0e-9      # m
E_mean = 1.0e7       # V/m
target = 2.5
beta = contrast(eps_i, eps_h)
eps_mg = maxwell_garnett(f, eps_i, eps_h)
print(f"host permittivity = {eps_h:.2f}, pore permittivity = {eps_i:.2f}")
print(f"porosity f = {f:.2f}, pore radius = {radius*1e9:.2f} nm")
print(f"mean field = {E_mean/1e6:.2f} MV/m")

# ---- polarizability of one sphere, from far field and from inside ----
for ei, eh in ((eps_i, eps_h), (eps_h, eps_i), (12.0, 2.0)):
    A, B = radial_response([1.0], [ei, eh], 4.0)
    assert abs(-B / A - contrast(ei, eh)) < 1e-7
    inside_dipole = (ei - eh) / (3 * eh) / A
    assert abs(inside_dipole - contrast(ei, eh)) < 1e-7
A, B = radial_response([1.0], [eps_i, eps_h], 4.0)
print(f"beta, formula = {beta:.6f}")
print(f"beta, radial integration = {-B/A:.6f}")
print(f"pore field / local field, radial integration = {1/A:.6f}")

# ---- Lorentz local field ----
L_cubic = lorentz_factor(1.0, 2.0)
L_tetra = lorentz_factor(1.5, 2.0)
assert abs(L_cubic - 1 / 3) < 1e-8
assert abs(L_tetra - lorentz_factor(1.5, 2.5)) < 1e-8
assert abs(L_tetra - 1 / 3) > 0.05
print(f"Lorentz factor, simple cubic = {L_cubic:.6f}")
print(f"Lorentz factor, tetragonal c/a=1.5, along c = {L_tetra:.6f}")

# ---- dipoles and fields of the example ----
alpha = 4 * np.pi * epsilon_0 * eps_h * radius**3 * beta
n = f / (4 * np.pi * radius**3 / 3)
# two linear equations: P = n alpha E_L, E_L = E_mean + L P/(eps0 eps_h)
matrix = np.array([[1.0, -n * alpha],
                   [-L_cubic / (epsilon_0 * eps_h), 1.0]])
P, E_local = np.linalg.solve(matrix, np.array([0.0, E_mean]))
eps_from_dipoles = eps_h + P / (epsilon_0 * E_mean)
assert abs(eps_from_dipoles - eps_mg) < 1e-7
E_pore = E_local / A
E_host = (E_mean - f * E_pore) / (1 - f)
assert abs(E_host / E_local - 1) < 1e-7
print(f"polarizability alpha = {alpha:.4e} C m^2/V")
print(f"pore density n = {n:.4e} m^-3")
print(f"n alpha/(3 eps0 eps_h) = {n*alpha/(3*epsilon_0*eps_h):.6f}")
print(f"excess polarization P = {P:.4e} C/m^2")
print(f"excess dipole per pore = {alpha*E_local:.4e} C m")
print(f"local field = {E_local/1e6:.4f} MV/m")
print(f"pore field = {E_pore/1e6:.4f} MV/m")
print(f"mean host field = {E_host/1e6:.4f} MV/m")
print(f"eps_eff from dipole equations = {eps_from_dipoles:.5f}")
print(f"eps_eff Maxwell Garnett = {eps_mg:.5f}")
dilute = eps_h * (1 + 3 * f * beta)
print(f"eps_eff, first order in f = {dilute:.5f}")
print(f"eps_eff, volume average = {f*eps_i + (1-f)*eps_h:.5f}")

# ---- coated sphere leaves the outside field undisturbed ----
b = f**(-1 / 3)
disturbance = []
for outer in (eps_mg, dilute):
    A2, B2 = radial_response([1.0, b], [eps_i, eps_h, outer], 3 * b)
    disturbance.append(abs(B2 / (A2 * b**3)))
assert disturbance[0] < 1e-7 and disturbance[1] > 1e-3
print(f"coated sphere disturbance below 1e-7: {disturbance[0] < 1e-7}")
print(f"same, in first-order medium = {disturbance[1]:.5f}")

# ---- full-field solution of a simple cubic array ----
f_target = (target - eps_h) / (target + 2 * eps_h) / beta
print(f"porosity for eps_eff {target:.2f} = {f_target:.5f}")
print("full field: f, eps_i, eps_h, grid 20, grid 40, extrapolated,"
      " Maxwell Garnett, deviation of full field in %")
cases = ((0.10, eps_i, eps_h, 0.005), (f, eps_i, eps_h, 0.005),
         (f_target, eps_i, eps_h, 0.015), (0.50, eps_i, eps_h, 0.03),
         (f, eps_h, eps_i, 0.01))
results = []
for frac, ei, eh, tolerance in cases:
    coarse = full_field(frac, ei, eh, 20)
    fine = full_field(frac, ei, eh, 40)
    value = 2 * fine - coarse  # leading grid error is linear in spacing
    formula = maxwell_garnett(frac, ei, eh)
    deviation = value / formula - 1
    print(f"  {frac:.4f} {ei:.1f} {eh:.1f} {coarse:.4f} {fine:.4f}"
          f" {value:.4f} {formula:.4f} {100*deviation:+.2f}")
    # tolerances cover grid error and the neglected higher multipoles
    assert abs(deviation) < tolerance
    results.append((value, deviation))
# neglected multipoles become visible near contact of the pores
assert abs(results[3][1]) > abs(results[0][1])
pore_ratio = (results[1][0] - eps_h) / (f * (eps_i - eps_h))
assert abs(pore_ratio / (E_pore / E_mean) - 1) < 0.02
print(f"pore field / mean field, full field = {pore_ratio:.4f}")
print(f"pore field / mean field, dipole theory = {E_pore/E_mean:.4f}")

# ---- same composition, roles of host and inclusion exchanged ----
swapped = maxwell_garnett(1 - f, eps_h, eps_i)
assert abs(swapped - eps_mg) > 0.1
print(f"solid spheres in empty host, same porosity = {swapped:.5f}")
print("all tests passed")
```

It prints:

```
host permittivity = 4.00, pore permittivity = 1.00
porosity f = 0.30, pore radius = 1.00 nm
mean field = 10.00 MV/m
beta, formula = -0.333333
beta, radial integration = -0.333333
pore field / local field, radial integration = 1.333333
Lorentz factor, simple cubic = 0.333333
Lorentz factor, tetragonal c/a=1.5, along c = -0.075179
polarizability alpha = -1.4835e-37 C m^2/V
pore density n = 7.1620e+25 m^-3
n alpha/(3 eps0 eps_h) = -0.100000
excess polarization P = -9.6591e-05 C/m^2
excess dipole per pore = -1.3487e-30 C m
local field = 9.0909 MV/m
pore field = 12.1212 MV/m
mean host field = 9.0909 MV/m
eps_eff from dipole equations = 2.90909
eps_eff Maxwell Garnett = 2.90909
eps_eff, first order in f = 2.80000
eps_eff, volume average = 3.10000
coated sphere disturbance below 1e-7: True
same, in first-order medium = 0.01282
porosity for eps_eff 2.50 = 0.42857
full field: f, eps_i, eps_h, grid 20, grid 40, extrapolated, Maxwell Garnett, deviation of full field in %
  0.1000 1.0 4.0 3.6072 3.6100 3.6127 3.6129 -0.01
  0.3000 1.0 4.0 2.8960 2.9005 2.9050 2.9091 -0.14
  0.4286 1.0 4.0 2.4736 2.4785 2.4833 2.5000 -0.67
  0.5000 1.0 4.0 2.2441 2.2489 2.2536 2.2857 -1.40
  0.3000 4.0 1.0 1.5342 1.5341 1.5339 1.5294 +0.30
pore field / mean field, full field = 1.2166
pore field / mean field, dipole theory = 1.2121
solid spheres in empty host, same porosity = 2.61538
all tests passed
```
